**Maximum principle for backward-Euler finite-volume diffusion**

The program tests that $A=V/\Delta t+L$ is an M-matrix and that each new value is a weighted average of old cell values and boundary values. Here $V$ holds the cell volumes, $\Delta t$ is the time step and $L$ is the diffusion matrix assembled from the flux balance. It asserts the signs of a symbolic three-cell inverse, and the matrix properties and bounds on 200 random meshes, where no value left the range of the data. Further assertions cover a linear sink, partition between phases, a negative face coefficient and the step limits for other time weightings. In the NiO example, backward Euler with 2 ms steps stays within the data range, while Crank–Nicolson reaches a vacancy fraction of $-3.99\times10^{-5}$. Comparison with exact time integration shows that the bounded result still carries a first-order time error. The program also prints estimates of scale growth, field enhancement, Debye length and grain-boundary transport.

## Program and output

```python
"""Result under test: backward-Euler finite-volume diffusion with positive
face coefficients has an M-matrix A = V/dt + L for every dt > 0. Because
constants are also preserved, each new value is a weighted average of old
cell values and boundary values (discrete maximum principle).
V: cell volumes; L: diffusion matrix; G: coupling to boundary values g;
u: cell values; dt: time step; theta: weight of the new time level.
The example is vacancy diffusion in a NiO scale (rough typical parameters).
Lengths are in nm and times in s; volumes and fluxes are per unit area."""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy import constants as const


def inflow(u, g, faces, boundary):
    """Net inflow to every cell, summed face by face."""
    q = np.zeros(len(u))
    for i, j, t in faces:
        flux = t * (u[j] - u[i])
        q[i] += flux
        q[j] -= flux
    for (i, t), value in zip(boundary, g):
        q[i] += t * (value - u[i])
    return q


def operators(n, faces, boundary):
    """Matrices found by applying the flux balance to unit data."""
    nb = len(boundary)
    L = np.column_stack([-inflow(e, np.zeros(nb), faces, boundary)
                         for e in np.eye(n)])
    G = np.column_stack([inflow(np.zeros(n), e, faces, boundary)
                         for e in np.eye(nb)])
    return L, G


def step(u, g, V, L, G, dt, theta=1.0):
    left = np.diag(V / dt) + theta * L
    right = V / dt * u - (1 - theta) * (L @ u) + G @ g
    return np.linalg.solve(left, right)


# --- Symbolic three-cell mesh: inverse is positive for all parameters
m1, m2, m3, a, b, c, d = sp.symbols("m1 m2 m3 a b c d", positive=True)
S = sp.Matrix([[m1 + a + c + d, -a, -c],
               [-a, m2 + a + b, -b],
               [-c, -b, m3 + b + c]])
for expression in [S.det()] + list(S.adjugate()):
    poly = sp.Poly(sp.expand(expression), m1, m2, m3, a, b, c, d)
    assert all(k > 0 for k in poly.coeffs())

# --- Random meshes, step sizes and data
rng = np.random.default_rng(4)
n_random = 200
worst_excess = -np.inf
for _ in range(n_random):
    n = 12
    faces = [(i, j, 10 ** rng.uniform(-1.5, 1.5)) for i in range(n)
             for j in range(i) if rng.random() < 0.3]
    boundary = [(int(rng.integers(n)), 10 ** rng.uniform(-1, 1))
                for _ in range(3)]
    V = 10 ** rng.uniform(-1, 1, n)
    dt = 10 ** rng.uniform(-3, 2)
    L, G = operators(n, faces, boundary)
    A = np.diag(V / dt) + L
    off = A - np.diag(np.diag(A))
    assert off.max() <= 0
    margin = np.diag(A) - np.abs(off).sum(axis=1)
    assert np.allclose(margin, V / dt + G.sum(axis=1), rtol=1e-8, atol=1e-10)
    inverse = np.linalg.inv(A)
    assert inverse.min() >= -1e-9 * inverse.max()   # rounding only
    u, g = rng.uniform(-1, 1, n), rng.uniform(-1, 1, 3)
    new = step(u, g, V, L, G, dt)
    data = np.concatenate([u, g])
    excess = max(new.max() - data.max(), data.min() - new.min())
    worst_excess = max(worst_excess, excess)
    # A linear sink keeps positivity but no longer preserves constants
    sink = rng.uniform(0.1, 1, n)
    with_sink = np.linalg.solve(A + np.diag(V * sink),
                                V / dt + G @ np.ones(3))
    assert with_sink.min() > 0 and with_sink.max() < 1
assert worst_excess < 1e-9

# --- Partition between two phases: M-matrix, yet c leaves its range
K = np.array([1.0, 4.0])
L2, _ = operators(2, [(0, 1, 1.0)], [(0, 0.0)])
A_partition = np.eye(2) + L2 @ np.diag(1 / K)
assert np.linalg.inv(A_partition).min() > 0
c_new = np.linalg.solve(A_partition, np.ones(2))
assert c_new.max() > 1.1 and c_new.min() < 0.9
assert (1 / K).min() <= (c_new / K).min()
assert (c_new / K).max() <= (1 / K).max()

# --- One negative face coefficient can give a negative value
L3, _ = operators(3, [(0, 1, 0.1), (1, 2, 0.1), (0, 2, -0.2)], [(0, 0.0)])
u_negative = np.linalg.solve(np.eye(3) + L3, np.array([0.0, 0.0, 1.0]))
assert u_negative[0] < 0

# --- NiO scale: x = 0 at the metal, x = thickness at the gas
T_kelvin, thickness, inner, N = 1273.0, 1000.0, 400.0, 20
D_in_cm, D_out_cm = 5e-7, 1e-7
nm2_per_cm2 = 1e14
h = thickness / N
centre = (np.arange(N) + 0.5) * h
D = np.where(centre < inner, D_in_cm, D_out_cm) * nm2_per_cm2
faces = [(i, i + 1, 1 / (h / 2 / D[i] + h / 2 / D[i + 1]))
         for i in range(N - 1)]
boundary = [(0, 2 * D[0] / h), (N - 1, 2 * D[-1] / h)]
V = np.full(N, h)
L, G = operators(N, faces, boundary)
x_metal, x_gas_old, x_gas_new = 2e-6, 1e-4, 1e-5
p_old = 760.0
p_new = p_old * (x_gas_new / x_gas_old) ** 6
p_metal = p_old * (x_metal / x_gas_old) ** 6
g_old = np.array([x_metal, x_gas_old])
g = np.array([x_metal, x_gas_new])
start = np.linalg.solve(L, G @ g_old)

# Steady profile from direct summation of diffusion resistance
fine = np.arange(int(thickness)) + 0.5
slices = 1 / (np.where(fine < inner, D_in_cm, D_out_cm) * nm2_per_cm2)
resistance = np.concatenate([[0], np.cumsum(slices)])
profile = x_metal + (x_gas_old - x_metal) * (
    resistance[centre.astype(int)] / resistance[-1])
assert np.allclose(start, profile, rtol=1e-9)

dt, steps = 2e-3, 10
A = np.diag(V / dt) + L
A_inv = np.linalg.inv(A)
diagonal = np.diag(A)
B = np.eye(N) - A / diagonal[:, None]
B_norm = np.abs(B).sum(axis=1).max()
assert B.min() > -1e-14 and B_norm < 1
series, term = np.zeros((N, N)), np.eye(N)
for _ in range(4000):
    series += term
    term = term @ B
assert np.allclose(series / diagonal[None, :], A_inv, rtol=1e-8)

# Weights found by sending unit data through one time step
W_old = np.column_stack([step(e, np.zeros(2), V, L, G, dt)
                         for e in np.eye(N)])
W_bnd = np.column_stack([step(np.zeros(N), e, V, L, G, dt)
                         for e in np.eye(2)])
weight_sum = W_old.sum(axis=1) + W_bnd.sum(axis=1)
assert W_old.min() > 0 and W_bnd.min() > 0
assert np.allclose(weight_sum, 1, atol=1e-10)
# Cutting one face disconnects the mesh and removes the influence
L_cut, _ = operators(N, faces[:7] + faces[8:], boundary)
cut_inv = np.linalg.inv(np.diag(V / dt) + L_cut)
assert np.abs(cut_inv[:8, 8:]).max() < 1e-14 * cut_inv.max()

# Time integration: backward Euler, Crank-Nicolson, exact in time
be, cn = [start], [start]
for _ in range(steps):
    be.append(step(be[-1], g, V, L, G, dt))
    cn.append(step(cn[-1], g, V, L, G, dt, 0.5))
be, cn = np.array(be), np.array(cn)
low = min(start.min(), g.min())
high = max(start.max(), g.max())
assert be.min() >= low * (1 - 1e-9) and be.max() <= high * (1 + 1e-9)
assert cn.min() < 0
steady = np.linalg.solve(L, G @ g)


def exact(t):
    return steady + expm(-L / V[:, None] * t) @ (start - steady)


exact_first, exact_end = exact(dt), exact(dt * steps)
error_first = np.abs(be[1] - exact_first).max()
error_end = np.abs(be[-1] - exact_end).max()
# Halving the step must reduce the first-order time error about twofold
errors = []
for count in (400, 800):
    u = start
    for _ in range(count):
        u = step(u, g, V, L, G, dt * steps / count)
    errors.append(np.abs(u - exact_end).max())
error_ratio = errors[0] / errors[1]
assert 1.8 < error_ratio < 2.2


# Step limits that guarantee averaging when theta < 1
def old_weights(dt_test, theta):
    return np.linalg.solve(np.diag(V / dt_test) + theta * L,
                           np.diag(V / dt_test) - (1 - theta) * L)


limit_explicit = (V / np.diag(L)).min()
limit_cn = 2 * limit_explicit
assert old_weights(limit_explicit, 0.0).min() > -1e-12
assert old_weights(1.01 * limit_explicit, 0.0).min() < -1e-3
assert old_weights(limit_cn, 0.5).min() > -1e-12
assert old_weights(1.05 * limit_cn, 0.5).min() > -1e-12  # not necessary
cn_weight = old_weights(dt, 0.5).min()
assert cn_weight < 0

# --- Size of neglected effects
growth_rate = (x_gas_old - x_metal) / resistance[-1]
growth = growth_rate * dt * steps
peclet = growth_rate * thickness / D.min()
# Field enhancement from zero current of vacancies (charge -z) and holes
Dv, Dh, z, conc, grad, field = sp.symbols("Dv Dh z conc grad field",
                                          positive=True)
J_v = -Dv * (grad - z * conc * field)
J_h = -Dh * (z * grad + z * conc * field)
field_solution = sp.solve(sp.Eq(-z * J_v + J_h, 0), field)
# The solution may be negative, so the field symbol is solved as a real one
if not field_solution:
    f = sp.Symbol("f", real=True)
    field_solution = sp.solve((-z * J_v + J_h).subs(field, f), f)
gain = sp.limit(sp.simplify(J_v.subs(field, field_solution[0])
                            / (-Dv * grad)), Dh, sp.oo)
gain_two, gain_one = float(gain.subs(z, 2)), float(gain.subs(z, 1))
assert abs(gain_two - 3) < 1e-12 and abs(gain_one - 2) < 1e-12
lattice_nm, eps_r = 0.418, 12.0
sites = 4 / (lattice_nm * 1e-9) ** 3


def debye_nm(x):
    charge_sum = (2 ** 2 + 2) * x * sites
    return 1e9 * np.sqrt(eps_r * const.epsilon_0 * const.k * T_kelvin
                         / (const.e ** 2 * charge_sum))


# Square columnar grains: boundary area fraction is 2 width / grain size
width, grain_in, grain_out = 1.0, 100.0, 1000.0
f_in, f_out = 2 * width / grain_in, 2 * width / grain_out
gb_ratio = (D_in_cm / D_out_cm - (1 - f_in)) / f_in
outer_gain = 1 - f_out + f_out * gb_ratio

print(f"Random meshes tested: {n_random}")
print(f"Largest excess over data range, random meshes: {worst_excess:.1e}")
print(f"Partition example, new c in cells 1, 2: {c_new[0]:.4f}, {c_new[1]:.4f}")
print(f"Negative-face example, new u in cell 1: {u_negative[0]:.4f}")
print(f"Temperature: {T_kelvin:.0f} K")
print(f"Scale thickness, inner layer: {thickness:.0f}, {inner:.0f} nm")
print(f"Number of cells, cell width: {N}, {h:.0f} nm")
print(f"Diffusivity inner, outer: {D_in_cm:.1e}, {D_out_cm:.1e} cm2/s")
print(f"Face coefficient inner, outer: {faces[0][2]:.3e}, {faces[-1][2]:.3e} nm/s")
print(f"Face coefficient at layer interface: {faces[7][2]:.4e} nm/s")
print(f"Boundary coefficient metal, gas: {boundary[0][1]:.3e}, {boundary[1][1]:.3e} nm/s")
print(f"Vacancy fraction at metal: {x_metal:.1e}")
print(f"Vacancy fraction at gas before, after: {x_gas_old:.1e}, {x_gas_new:.1e}")
print(f"Oxygen pressure before, after: {p_old:.0f}, {p_new:.2e} Torr")
print(f"Equivalent oxygen pressure at metal: {p_metal:.1e} Torr")
print(f"Time step, number of steps: {dt*1e3:.1f} ms, {steps}")
print(f"V/dt: {h/dt:.3e} nm/s")
print(f"Gas-side cell, diagonal of A: {diagonal[-1]:.4e} nm/s")
print(f"Largest row sum of B: {B_norm:.5f}")
print(f"Gas-side cell weight of all old values: {W_old[-1].sum():.5f}")
print(f"Gas-side cell weight of gas value: {W_bnd[-1, 1]:.5f}")
print(f"Gas-side cell weight of metal value: {W_bnd[-1, 0]:.5f}")
print(f"Gas-side cell sum of weights: {weight_sum[-1]:.10f}")
print(f"Smallest weight of any old value: {W_old.min():.2e}")
print(f"Gas-side cell at start: {start[-1]:.4e}")
print(f"Gas-side cell after 1 step, backward Euler: {be[1, -1]:.4e}")
print(f"Gas-side cell after 1 step, Crank-Nicolson: {cn[1, -1]:.4e}")
print(f"Gas-side cell after 1 step, exact in time: {exact_first[-1]:.4e}")
print(f"Backward Euler min, max over run: {be.min():.4e}, {be.max():.4e}")
print(f"Crank-Nicolson min, max over run: {cn.min():.4e}, {cn.max():.4e}")
print(f"Largest backward Euler error after 1 step: {error_first:.2e}")
print(f"Largest backward Euler error at end: {error_end:.2e}")
print(f"Error ratio on halving a small step: {error_ratio:.3f}")
print(f"Guaranteed step limit, explicit: {limit_explicit*1e3:.5f} ms")
print(f"Guaranteed step limit, Crank-Nicolson: {limit_cn*1e3:.5f} ms")
print(f"Smallest Crank-Nicolson old weight at 2 ms: {cn_weight:.4f}")
print(f"Initial scale growth rate: {growth_rate:.3f} nm/s")
print(f"Growth over run at that rate: {growth:.4f} nm")
print(f"Growth Peclet number, outer diffusivity: {peclet:.2e}")
print(f"Field factor, charge 2 and charge 1: {gain_two:.1f}, {gain_one:.1f}")
print(f"Lattice constant, relative permittivity (rough): {lattice_nm} nm, {eps_r:.0f}")
print(f"Debye length at metal, old gas side: {debye_nm(x_metal):.2f}, {debye_nm(x_gas_old):.2f} nm")
print(f"Grain size inner, outer: {grain_in:.0f}, {grain_out:.0f} nm")
print(f"Grain-boundary width: {width:.1f} nm")
print(f"Implied boundary/lattice diffusivity ratio: {gb_ratio:.0f}")
print(f"Outer diffusivity factor from grain boundaries: {outer_gain:.3f}")
print("success")
```

Printed output:

```
Random meshes tested: 200
Largest excess over data range, random meshes: 0.0e+00
Partition example, new c in cells 1, 2: 0.6667, 1.3333
Negative-face example, new u in cell 1: -0.2527
Temperature: 1273 K
Scale thickness, inner layer: 1000, 400 nm
Number of cells, cell width: 20, 50 nm
Diffusivity inner, outer: 5.0e-07, 1.0e-07 cm2/s
Face coefficient inner, outer: 1.000e+06, 2.000e+05 nm/s
Face coefficient at layer interface: 3.3333e+05 nm/s
Boundary coefficient metal, gas: 2.000e+06, 4.000e+05 nm/s
Vacancy fraction at metal: 2.0e-06
Vacancy fraction at gas before, after: 1.0e-04, 1.0e-05
Oxygen pressure before, after: 760, 7.60e-04 Torr
Equivalent oxygen pressure at metal: 4.9e-08 Torr
Time step, number of steps: 2.0 ms, 10
V/dt: 2.500e+04 nm/s
Gas-side cell, diagonal of A: 6.2500e+05 nm/s
Largest row sum of B: 0.98765
Gas-side cell weight of all old values: 0.17217
Gas-side cell weight of gas value: 0.82589
Gas-side cell weight of metal value: 0.00194
Gas-side cell sum of weights: 1.0000000000
Smallest weight of any old value: 2.43e-05
Gas-side cell at start: 9.6397e-05
Gas-side cell after 1 step, backward Euler: 2.2067e-05
Gas-side cell after 1 step, Crank-Nicolson: -3.9946e-05
Gas-side cell after 1 step, exact in time: 1.5446e-05
Backward Euler min, max over run: 2.1118e-06, 9.6397e-05
Crank-Nicolson min, max over run: -3.9946e-05, 9.6397e-05
Largest backward Euler error after 1 step: 1.11e-05
Largest backward Euler error at end: 8.63e-07
Error ratio on halving a small step: 2.003
Guaranteed step limit, explicit: 0.01667 ms
Guaranteed step limit, Crank-Nicolson: 0.03333 ms
Smallest Crank-Nicolson old weight at 2 ms: -0.9554
Initial scale growth rate: 1.441 nm/s
Growth over run at that rate: 0.0288 nm
Growth Peclet number, outer diffusivity: 1.44e-04
Field factor, charge 2 and charge 1: 3.0, 2.0
Lattice constant, relative permittivity (rough): 0.418 nm, 12
Debye length at metal, old gas side: 10.52, 1.49 nm
Grain size inner, outer: 100, 1000 nm
Grain-boundary width: 1.0 nm
Implied boundary/lattice diffusivity ratio: 201
Outer diffusivity factor from grain boundaries: 1.400
success
```
